\section*{Cosine Law for Tunneling Between Ferromagnets Through a Thick Barrier}

Two ferromagnetic metals are separated by a thin insulating layer, and a small voltage drives electrons through it. If one magnetization is turned while everything else is left alone, the current changes, although the barrier itself acts equally on both spins. An electron that belonged to the majority band on one side arrives at a metal whose majority and minority states are defined along another axis, and it must enter as a superposition of the two. The question is how the conductance depends on the angle $\theta$ between the magnetizations, and which property of the electrodes sets the size of the effect.

Take free electrons of one mass $m$ everywhere. In electrode $j=1,2$ the Hamiltonian is
\begin{equation}
H_j=\frac{p^2}{2m}+V_j-h_j\,\mathbf n_j\cdot\boldsymbol\sigma ,\qquad h_j>0,\qquad \mathbf n_1\cdot\mathbf n_2=\cos\theta ,
\end{equation}
where $\boldsymbol\sigma$ is the vector of Pauli matrices. The label $\uparrow$ means spin along the electrode's own axis $\mathbf n_j$, which is the lower, majority band. The magnetic moment of an electron is opposite to its spin, but this reverses both axes and leaves $\theta$ unchanged. The barrier occupies $0<x<d$, is nonmagnetic and has constant height $U$ above the energy $E$ of the electron. Tunneling is elastic, without spin-orbit coupling or spin-flip scattering, and the interfaces are flat, so the wavevector $\mathbf q$ parallel to them is conserved. The wavevectors along $x$ and the decay constant are then
\begin{equation}
k_{j\uparrow,\downarrow}=\sqrt{\frac{2m(E-V_j\pm h_j)}{\hbar^2}-q^2},\qquad
\kappa=\sqrt{\frac{2mU}{\hbar^2}+q^2}.
\end{equation}
At first let all four $k$ be real.

Put $\mathbf n_1$ along $z$ and $\mathbf n_2$ in the $xz$ plane of spin space. The spinors of electrode 2 are obtained from those of electrode 1 by the rotation
\begin{equation}
R=e^{-i\theta\sigma_y/2}=\begin{pmatrix}\cos\frac\theta2&-\sin\frac\theta2\\ \sin\frac\theta2&\cos\frac\theta2\end{pmatrix}.
\end{equation}
Its columns are the majority and minority spinors of electrode 2. Multiplying the matrices gives $R\sigma_zR^\dagger=\cos\theta\,\sigma_z+\sin\theta\,\sigma_x=\mathbf n_2\cdot\boldsymbol\sigma$, as it should. The wavevectors of each electrode can therefore be collected in a Hermitian spin matrix
\begin{equation}
K_j=\frac{k_{j\uparrow}+k_{j\downarrow}}2+\frac{k_{j\uparrow}-k_{j\downarrow}}2\,\mathbf n_j\cdot\boldsymbol\sigma ,
\end{equation}
whose eigenvalues are $k_{j\uparrow}$ and $k_{j\downarrow}$. The matrices $K_1$ and $K_2$ do not commute unless the magnetizations are collinear, so their order must be kept.

For an incident spinor $\varphi$ the wave is
\begin{equation}
\psi=\begin{cases}e^{iK_1x}\varphi+e^{-iK_1x}r,&x<0\\ e^{-\kappa x}a+e^{\kappa(x-d)}b,&0<x<d\\ e^{iK_2(x-d)}t,&x>d\end{cases}
\end{equation}
with constant spinors $r,a,b,t$. Because the mass is the same everywhere, $\psi$ and $d\psi/dx$ are continuous. With $\eta=e^{-\kappa d}$,
\begin{align}
\varphi+r&=a+\eta b, & iK_1(\varphi-r)&=-\kappa a+\kappa\eta b,\label{left}\\
\eta a+b&=t, & -\kappa\eta a+\kappa b&=iK_2t.\label{right}
\end{align}
Multiply the first equation of (\ref{right}) by $\kappa$, then add the second to it or subtract the second from it:
\begin{equation}
2\kappa b=(\kappa+iK_2)t,\qquad 2\kappa\eta a=(\kappa-iK_2)t .
\end{equation}
Multiply the first equation of (\ref{left}) by $iK_1$ and add the second, which removes $r$:
\begin{equation}
2iK_1\varphi=-(\kappa-iK_1)a+\eta(\kappa+iK_1)b .
\end{equation}
Inserting $a$ and $b$, and writing $\varepsilon=\eta^2=e^{-2\kappa d}$, gives
\begin{equation}
2iK_1\varphi=-\frac1{2\kappa\eta}\Big[(\kappa-iK_1)(\kappa-iK_2)-\varepsilon(\kappa+iK_1)(\kappa+iK_2)\Big]t .
\end{equation}
Functions of the same $K_j$ commute, so with $S_j=(\kappa+iK_j)(\kappa-iK_j)^{-1}$ the bracket equals $(\kappa-iK_1)(1-\varepsilon S_1S_2)(\kappa-iK_2)$. Inverting the three factors in reverse order,
\begin{equation}
t=-4i\kappa\eta\,(\kappa-iK_2)^{-1}X(\kappa-iK_1)^{-1}K_1\varphi,\qquad X=(1-\varepsilon S_1S_2)^{-1}.
\label{t}
\end{equation}
The factor $X$ sums the repeated reflections inside the barrier; each round trip costs a factor $\varepsilon$.

The transmitted flux is $(\hbar/m)\,t^\dagger K_2t$, and an incident wave of spin $\sigma$ and unit amplitude carries $(\hbar/m)k_{1\sigma}$. The conductance requires the ratio summed over both incident spins. That sum places $K_1^{-1}$ between the factor $K_1$ in $t$ and the one in $t^\dagger$, leaving a single $K_1$. Using the cyclic property of the trace,
\begin{equation}
T=16\,\varepsilon\,\mathrm{Tr}\big[\Gamma_2X\Gamma_1X^\dagger\big],\qquad
\Gamma_j=\frac{\kappa K_j}{\kappa^2+K_j^2},
\label{exact}
\end{equation}
where $16\kappa^2\eta^2$ from the squared prefactor has supplied one $\kappa$ to each $\Gamma_j$. Within the model this holds for any thickness.

For a thick barrier $\varepsilon\ll1$ and $X\to1$. The eigenvalues of $\Gamma_j$ are $\gamma_{j\sigma}=\kappa k_{j\sigma}/(\kappa^2+k_{j\sigma}^2)$, which measure how well each spin band couples to the decaying wave. Define their mean and relative difference,
\begin{equation}
g_j=\frac{\gamma_{j\uparrow}+\gamma_{j\downarrow}}2,\qquad
P_j=\frac{\gamma_{j\uparrow}-\gamma_{j\downarrow}}{\gamma_{j\uparrow}+\gamma_{j\downarrow}},\qquad
\Gamma_j=g_j(1+P_j\,\mathbf n_j\cdot\boldsymbol\sigma).
\end{equation}
A single Pauli matrix has zero trace, and $(\mathbf n_1\cdot\boldsymbol\sigma)(\mathbf n_2\cdot\boldsymbol\sigma)=\cos\theta+i(\mathbf n_1\times\mathbf n_2)\cdot\boldsymbol\sigma$ has trace $2\cos\theta$. Hence $\mathrm{Tr}\,\Gamma_1\Gamma_2=2g_1g_2(1+P_1P_2\cos\theta)$ and
\begin{equation}
T(\theta)=32\,g_1g_2\,e^{-2\kappa d}\,(1+P_1P_2\cos\theta)
\label{law}
\end{equation}
to leading order in $\varepsilon$.

To express $P$ through the wavevectors, drop the index $j$ and multiply numerator and denominator by $(\kappa^2+k_\uparrow^2)(\kappa^2+k_\downarrow^2)/\kappa$. The numerator becomes
\begin{equation}
k_\uparrow(\kappa^2+k_\downarrow^2)-k_\downarrow(\kappa^2+k_\uparrow^2)=(k_\uparrow-k_\downarrow)(\kappa^2-k_\uparrow k_\downarrow),
\end{equation}
and the denominator, with plus signs, $(k_\uparrow+k_\downarrow)(\kappa^2+k_\uparrow k_\downarrow)$. Thus
\begin{equation}
P=\frac{k_\uparrow-k_\downarrow}{k_\uparrow+k_\downarrow}\;\frac{\kappa^2-k_\uparrow k_\downarrow}{\kappa^2+k_\uparrow k_\downarrow}.
\label{P}
\end{equation}
The first factor is the polarization of the free-electron density of states when the wavevectors are taken at $q=0$. The second comes from matching slopes at the interface and tends to one for a very high barrier. The polarization therefore belongs to the metal and barrier together.

The rotation can also be followed channel by channel. With $X=1$, equation (\ref{t}) gives a probability $16\varepsilon\gamma_{1\sigma}\gamma_{2\sigma'}$ times the squared overlap of the two spinors. From the columns of $R$ this overlap is $\cos^2(\theta/2)$ for like labels and $\sin^2(\theta/2)$ for unlike ones. Writing these as $(1\pm\cos\theta)/2$ and adding the four channels,
\begin{equation}
T=8\varepsilon\big[(\gamma_{1\uparrow}+\gamma_{1\downarrow})(\gamma_{2\uparrow}+\gamma_{2\downarrow})+(\gamma_{1\uparrow}-\gamma_{1\downarrow})(\gamma_{2\uparrow}-\gamma_{2\downarrow})\cos\theta\big],
\end{equation}
which is (\ref{law}) again. The cosine is the geometry of spin one-half; the barrier and the bands enter through the $\gamma$'s.

As an example with round model parameters, let the Fermi level lie 2.0 and 0.2 eV above the majority and minority band bottoms of electrode 1, and 3.0 and 0.3 eV above those of electrode 2. The barrier is 4.0 eV above the Fermi level and 1.0 nm thick, and $m$ is the free-electron mass. At normal incidence, $q=0$, this gives $\kappa=10.246$, $k_{1\uparrow}=7.245$ and $k_{1\downarrow}=2.291$, all in nm$^{-1}$. Equation (\ref{P}) then reads
\begin{equation}
P_1=\frac{4.954}{9.536}\times\frac{104.99-16.60}{104.99+16.60}=0.5195\times0.7269=0.378 .
\end{equation}
The interface factor removes more than a quarter of the density-of-states value. Likewise $P_2=0.320$, so $P_1P_2=0.121$. With $g_1=0.3422$, $g_2=0.3748$ and $\varepsilon=1.259\times10^{-9}$, the transmission at $90^\circ$ is $32g_1g_2\varepsilon=5.17\times10^{-9}$. It rises to $5.79\times10^{-9}$ for parallel and falls to $4.54\times10^{-9}$ for antiparallel magnetizations. A direct numerical solution of the matching equations, with the spinors found by diagonalizing each electrode's spin Hamiltonian, agrees with (\ref{law}) to all the digits in the numerical output.

The neglected terms can be bounded. For real $k$ the matrices $S_j$ are unitary, so the series $X-1=\varepsilon S_1S_2+\varepsilon^2(S_1S_2)^2+\dots$ has norm at most $\delta=\varepsilon/(1-\varepsilon)$. Expanding $X\Gamma_1X^\dagger-\Gamma_1$ in powers of $X-1$ gives two terms of first order and one of second, whose trace norm is at most $(2\delta+\delta^2)\mathrm{Tr}\,\Gamma_1$. Since $1+\delta=1/(1-\varepsilon)$,
\begin{equation}
|T-T_{\rm thick}|\le16\,\varepsilon\left[\frac1{(1-\varepsilon)^2}-1\right]\mathrm{Tr}\,\Gamma_1\,\max(\gamma_{2\uparrow},\gamma_{2\downarrow}).
\end{equation}
The relative error thus vanishes at least as fast as $e^{-2\kappa d}$.

The first correction also shows where the cosine law breaks. To next order the trace in (\ref{exact}) gains $2\varepsilon\,\mathrm{Re}\,\mathrm{Tr}[\Gamma_1\Gamma_2S_1S_2]$. Split $S_j$ into a multiple of the unit matrix and $\frac12(S_{j\uparrow}-S_{j\downarrow})\,\mathbf n_j\cdot\boldsymbol\sigma$. In the trace, products of two Pauli factors give constants or $\cos\theta$, and those of one or three give zero. The product of all four gives $\mathrm{Tr}[(\mathbf n_1\cdot\boldsymbol\sigma\,\mathbf n_2\cdot\boldsymbol\sigma)^2]=2\cos2\theta$, which is not linear in $\cos\theta$. It adds to $T$ the term
\begin{equation}
16\,\varepsilon^2g_1g_2P_1P_2\,\mathrm{Re}\big[(S_{1\uparrow}-S_{1\downarrow})(S_{2\uparrow}-S_{2\downarrow})\big]\cos2\theta .
\end{equation}
Compare $T(90^\circ)$ with the mean of $T(0)$ and $T(180^\circ)$. Constants and terms in $\cos\theta$ cancel, while $\cos2\theta$ contributes $-1-1=-2$. Dividing by $T(90^\circ)\approx32g_1g_2\varepsilon$,
\begin{equation}
\frac{T(90^\circ)-\frac12[T(0)+T(180^\circ)]}{T(90^\circ)}\approx-\varepsilon P_1P_2\,\mathrm{Re}\big[(S_{1\uparrow}-S_{1\downarrow})(S_{2\uparrow}-S_{2\downarrow})\big].
\end{equation}
At $d=0.4$ nm this predicts $-5.39\times10^{-6}$, and the matching equations give the same value to three digits. At $d=0.1$ nm, too thin for a real layer but useful as a mathematical check, $\varepsilon=0.13$. Equation (\ref{law}) is then wrong by up to 13\% of its own value, yet this measure of bending is only $-0.0015$. Most of the error there shifts the straight line in $\cos\theta$ or changes its slope.

Two other cases follow from the same formulas. If the minority band of electrode 1 is empty, $k_{1\downarrow}=i\lambda$ with $\lambda>0$. The minority wave decays into the metal and carries no flux, so $\gamma_{1\downarrow}=0$ and $P_1=1$; this replaces (\ref{P}), which assumed two open channels. The corresponding eigenvalue of $S_1$, $(\kappa-\lambda)/(\kappa+\lambda)$, has modulus below one, so $X\to1$ still holds. With the minority bottom 0.5 eV above the Fermi level, the numerical ratio $T(0)/T(90^\circ)$ is 1.3203, equal to $1+P_2$.

The second case is a low barrier. Equation (\ref{P}) changes sign at $\kappa^2=k_\uparrow k_\downarrow$, because $\gamma$ is largest at $k=\kappa$ and a fast majority electron can then couple less well than a slow minority one. For equal electrodes the product $P^2$ cannot be negative. For unequal ones it can: a barrier of 0.8 eV gives $P_1=0.061$ and $P_2=-0.044$, and at $d=2$ nm the ratio $T(0)/T(180^\circ)$ is 0.99465. Antiparallel alignment then transmits slightly better at normal incidence. The reversal does not survive the sum over $\mathbf q$ taken below: at this thickness the summed coefficient of $\cos\theta$ is $+0.041$, it is still slightly positive at 5 nm, and it has turned negative, $-0.002$, at 10 nm.

The conductance of a junction of area $A$ sums over all $\mathbf q$. At zero temperature and vanishing bias,
\begin{equation}
\frac GA=\frac{e^2}h\int\frac{d^2q}{(2\pi)^2}\,T(\theta,q).
\end{equation}
Each $q$ obeys (\ref{law}) with its own $g_j$ and $P_j$, so the sum has the form $1+C\cos\theta$, up to terms exponentially small in $d$. The coefficient is a weighted average,
\begin{equation}
C=\langle P_1P_2\rangle,\qquad\text{with weight } g_1g_2\,e^{-2\kappa d}.
\end{equation}
Let $\kappa_0$ be $\kappa$ at $q=0$. For large $d$ small $q$ dominates, $\kappa\approx\kappa_0+q^2/2\kappa_0$, and the exponential becomes $e^{-2\kappa_0d}e^{-q^2d/\kappa_0}$. The Gaussian integral is $\int d^2q\,e^{-q^2d/\kappa_0}/(2\pi)^2=\kappa_0/4\pi d$, hence
\begin{equation}
\frac GA\to\frac{e^2}h\,\frac{\kappa_0}{4\pi d}\,32\,g_1g_2\,e^{-2\kappa_0d}(1+P_1P_2\cos\theta),
\label{G}
\end{equation}
with $g_j$ and $P_j$ taken at $q=0$. The same Gaussian has $\langle q^2\rangle=\kappa_0/d$, so expanding $P_1P_2$ in $q^2$ gives
\begin{equation}
C=P_1P_2\Big|_{q=0}+\frac{\kappa_0}d\,\frac{d(P_1P_2)}{d(q^2)}\Big|_{q=0}+O(d^{-2}).
\label{C}
\end{equation}
When the derivative is nonzero, the limit is approached as $1/d$, not exponentially. Besides $\kappa_0d\gg1$, the expansion in $q^2$ requires $\kappa_0/d$ to be small compared with $k_{j\sigma}^2$ at $q=0$ for every open channel, since the wavevectors change on that scale.

In the example the coefficient of $1/d$ in (\ref{C}) is 0.220 nm. At $d=30$ nm the formula gives $C=0.1283$ and the numerical sum 0.1288. At 15 nm the values are 0.1356 and 0.1381, and the remainder falls by a factor of about 4.6 between the two, near the factor 4 expected of a $1/d^2$ term. Such thicknesses serve to test the limit; their currents would be immeasurably small.

At 1 nm the limit has not been reached. The sum gives $C=0.504$, four times the normal-incidence product, and conductances of $1.47\times10^{-7}$ and $4.84\times10^{-8}$ S/$\mu$m$^2$ for parallel and antiparallel alignment. The magnetoresistance $(G_{\rm p}-G_{\rm ap})/G_{\rm ap}=2C/(1-C)$ is 203\%, whereas $P_1P_2$ at $q=0$ would give 27.5\%. The cause lies in the weight. Here $\kappa_0/d=10.2$ nm$^{-2}$ exceeds both $k_{1\downarrow}^2=5.2$ and $k_{2\downarrow}^2=7.9$ nm$^{-2}$. For $q^2$ between the larger of these and $k_{1\uparrow}^2=52.5$ nm$^{-2}$, both minority channels are closed while the majority channels remain open, and $P_1P_2=1$. The Gaussian alone would put a fraction $e^{-7.9/10.2}\approx0.46$ of the weight there. The true share, with weight $g_1g_2e^{-2\kappa d}$, is 0.31. It is smaller mainly because only the majority factors survive in this range, while at small $q$ all four channels contribute. The slow fall of the majority factors with $q$ adds little: $\kappa^2+k^2$ does not depend on $q$, while $\kappa k$ falls when $k<\kappa$. Even so, this range carries no antiparallel current and supplies 61\% of $G_{\rm p}-G_{\rm ap}$.

An angular measurement that follows $1+C\cos\theta$ therefore does not show that $C$ is the normal-incidence product. The cosine needs only $e^{-2\kappa d}\ll1$ for the electrons that carry the current; its coefficient approaches $P_1P_2$ at $q=0$ when $\kappa_0/d$ is also small compared with $k_{j\sigma}^2$ for every open channel, which in the example is a far more demanding condition. Both statements were derived for spin-conserving, elastic tunneling of free electrons of one mass through a uniform barrier. The cosine is the sturdier part: at normal incidence it persists for a thick spin-independent barrier of varying height or of different mass. The coefficient changes, however. At $q=0$ it is 0.107 for a barrier sloping from 2 to 6 eV and 0.197 for a 4 eV barrier of mass $0.4\,m$, against 0.121 above. Equation (\ref{P}) and the numbers of the example therefore do not give the polarization of real electrodes, whose $d$ bands, and whose coupling to the decaying states of a crystalline barrier, lie outside the model. Spin-flip scattering in the barrier would add transitions that the overlaps of the two spinor bases do not describe.

\section*{Calculated quantities}
\begin{verbatim}
Electrode 1 Fermi energies up, down: 2.0, 0.2 eV
Electrode 2 Fermi energies up, down: 3.0, 0.3 eV
Barrier height above Fermi level: 4.0 eV
Barrier thickness: 1.0 nm
kappa at normal incidence: 10.2463 1/nm
Electrode 1 k up, down: 7.2453, 2.2912 1/nm
Electrode 2 k up, down: 8.8736, 2.8061 1/nm
Electrode 1 gamma up, down: 0.47140, 0.21296
Electrode 2 gamma up, down: 0.49487, 0.25475
Mean factors g1, g2: 0.34218, 0.37481
Polarizations P1, P2: 0.37764, 0.32032
Product P1*P2: 0.12097
eps = exp(-2 kappa d): 1.2594e-09
Normal incidence: angle, matched T, thick-barrier T
    0 deg  5.793763e-09  5.793763e-09
   45 deg  5.610642e-09  5.610642e-09
   90 deg  5.168548e-09  5.168548e-09
  135 deg  4.726455e-09  4.726455e-09
  180 deg  4.543334e-09  4.543334e-09
Thin barriers: d, eps, largest relative error, nonlinearity
  0.1 nm  1.288e-01  1.318e-01  -1.479e-03
  0.2 nm  1.660e-02  1.985e-02  -3.098e-04
  0.4 nm  2.755e-04  3.373e-04  -5.389e-06
Predicted nonlinearity at 0.4 nm: -5.392e-06
Half-metal electrode 1 (minority bottom 0.5 eV above Fermi level): T(0)/T(90 deg) = 1.32032
Barrier 0.8 eV, 2.0 nm: P1 = 0.06076, P2 = -0.04417
  matched T(0)/T(180 deg) = 0.99465
First-order coefficient of 1/d: 0.21984 nm
Summed over q: d, cosine coefficient, first-order value, G90/asymptote
   1.0 nm  0.50377  0.34080  0.59692
   2.0 nm  0.34677  0.23088  0.72731
   4.0 nm  0.22264  0.17593  0.84724
  15.0 nm  0.13813  0.13562  0.96495
  30.0 nm  0.12884  0.12829  0.98316
G/A at 1.0 nm, 0 deg: 1.4655e-07 S/um^2
G/A at 1.0 nm, 90 deg: 9.7456e-08 S/um^2
G/A at 1.0 nm, 180 deg: 4.8361e-08 S/um^2
Magnetoresistance (Gp-Gap)/Gap, summed over q: 203.04 %
Magnetoresistance 2PP/(1-PP), normal incidence: 27.52 %
\end{verbatim}
